# Teter–Payne–Allan preconditioner: limits and conjugate-gradient iterations versus cutoff in 1D

**Question**

I am writing a small one-dimensional plane-wave code that finds the lowest state by conjugate-gradient (CG) minimization of the energy. For the preconditioner I use the Teter–Payne–Allan polynomial

$$K(x)=\frac{27+18x+12x^2+8x^3}{27+18x+12x^2+8x^3+16x^4},$$

where $x$ is the kinetic energy of a plane wave divided by the kinetic energy of the current state. I am supposed to verify that $K\to1$ with vanishing low derivatives at small $x$, that $K\to1/(2x)$ at large $x$, and then to measure how the number of CG iterations depends on the cutoff.

I can see that $K(0)=1$, but differentiating the quotient three times is a mess. The other limit looks doubtful: at $x=10$ I get $2xK=1.11$, not 1. I also don't know what the iteration counts should do, so I could not tell a correct measurement from a bug. Where do these coefficients come from, and what does theory predict for the counts?

**Answer**

Both limits are correct, and neither needs repeated differentiation. I use Hartree atomic units and write $N(x)=27+18x+12x^2+8x^3$, so that $K=N/(N+16x^4)$.

**Small $x$**

Subtract $K$ from 1:

$$1-K=\frac{16x^4}{N+16x^4}=\frac{16}{27}x^4+O(x^5),$$

because the denominator equals 27 at $x=0$. The Taylor series of $K$ therefore has no $x$, $x^2$ or $x^3$ term, and the first three derivatives vanish at the origin. The fourth is $-4!\cdot16/27=-128/9$. Any polynomial $N$ with $N(0)\neq0$ would give this flatness, so it does not fix the coefficients.

**Large $x$**

Multiply $N$ by $2x-3$:

$$2xN=54x+36x^2+24x^3+16x^4,\qquad 3N=81+54x+36x^2+24x^3 .$$

The difference is $(2x-3)N=16x^4-81$. Hence $16x^4=(2x-3)N+81$, and

$$\frac1K=1+\frac{16x^4}{N}=2(x-1)+\frac{81}{N}. \tag{1}$$

So $N$ is the polynomial quotient of $16x^4$ by $2x-3$. The limit $K\to1/(2x)$ alone needs only the leading coefficient 8, since $1/K\approx16x^4/(8x^3)=2x$ for any cubic with that leading term. The other three coefficients follow from the stronger demand $1/K=2(x-1)+O(x^{-3})$. For a cubic $N$ this requires $16x^4-(2x-3)N$ to be a constant, which makes $N$ the quotient. The factor $x-1$ is the kinetic energy of the plane wave minus that of the state, in units of the latter, which for a constant potential is proportional to the diagonal of $H-E$. Since $81/N$ falls as $x^{-3}$,

$$2xK=\frac{1}{1-1/x+O(x^{-4})}=1+\frac1x+O(x^{-2}).$$

The limit is 1, but the relative correction is $1/x$. At $x=10$ this gives $1/(1-0.1)=1.11$, which is your number. At $x=100$ the program prints 1.0101.

Two more properties are needed below.

- $N/x^4$ is a sum of decreasing terms, so $1/K=1+16x^4/N$ increases and $K$ falls steadily from 1 to 0. Since $N\ge27$, equation (1) also gives $1/K\le 2x-2+3=1+2x$.
- The product $xK$ starts at 0 and tends to $1/2$. Numerically it has one stationary point for $x>0$, a maximum $m=0.859$ at $x=1.40$.

**What CG sees near the minimum**

Let $t_G=G^2/2$ be the kinetic energy of a plane wave, $H=t+V$ the Hamiltonian with a fixed local potential, $E_0<E_1$ its two lowest eigenvalues, and $c_0$ the normalized ground state. I take real coefficients. Displace the state by $\varepsilon v$, with $v$ a unit vector orthogonal to $c_0$. The cross term $2\varepsilon\,v\cdot Hc_0=2\varepsilon E_0\,v\cdot c_0$ vanishes, so

$$E-E_0=\frac{E_0+\varepsilon^2\,v\cdot Hv}{1+\varepsilon^2}-E_0=\frac{\varepsilon^2\,v\cdot Av}{1+\varepsilon^2},\qquad A=H-E_0 .$$

Close to the minimum the energy is thus quadratic with matrix $A$. Let $\kappa$ be the ratio of the largest to the smallest nonzero eigenvalue of the matrix that governs CG. Without a preconditioner,

$$\kappa=\frac{E_{\max}-E_0}{E_1-E_0}.$$

For a potential with $-V_0\le V\le0$, $E_{\max}$ lies within $V_0$ of the largest $t_G$, so $\kappa$ grows in proportion to the cutoff.

With a preconditioner, substitute $v=K^{1/2}u$, which turns $v\cdot Av$ into $u\cdot K^{1/2}AK^{1/2}u$. The preconditioned residual must also be projected orthogonal to the state, but this does not alter the nonzero spectrum. With $P=1-c_0c_0^T$ we have $A^{1/2}P=A^{1/2}$, so $A^{1/2}PKPA^{1/2}=A^{1/2}KA^{1/2}$, which shares its nonzero eigenvalues with $K^{1/2}AK^{1/2}$.

At high $G$, $A\approx t$ and $K\approx T/(2t)$, where $T$ is the kinetic energy of the state. Their product is the constant $T/2$: the $1/(2x)$ tail cancels the growth of the kinetic energy.

**A bound that does not grow with the cutoff**

That estimate ignores the potential and the intermediate $G$. Both edges of the spectrum can be bounded if $-V_0\le V\le0$, $E_0<0$ and the gap $g=E_1-E_0$ is positive.

*Upper edge.* Take a unit vector $w$. Since $V\le0$, $A\le t+|E_0|$ as a quadratic form, so

$$w\cdot K^{1/2}AK^{1/2}w\le w\cdot Kt\,w+|E_0|\,w\cdot Kw\le mT+|E_0|,$$

where I used $Kt=T\,xK\le mT$ and $K\le1$.

*Lower edge.* Now set $w=K^{-1/2}v$. The Rayleigh quotient of $K^{1/2}AK^{1/2}$ becomes $v\cdot Av/(v\cdot K^{-1}v)$. By the max–min principle, its second-lowest eigenvalue $\mu$ is at least the minimum of this quotient over all $v$ orthogonal to $c_0$. On that subspace $v\cdot v\le v\cdot Av/g$. Also $t=A-V+E_0\le A+D$, with $D=V_0+E_0>0$. Using $1/K\le1+2t/T$,

$$v\cdot K^{-1}v\le v\cdot v+\frac2T\,v\cdot tv\le\left[\frac1g+\frac2T\left(1+\frac Dg\right)\right]v\cdot Av ,$$

and therefore

$$\mu\ge\left[\frac1g+\frac2T\left(1+\frac Dg\right)\right]^{-1}.$$

The cutoff enters these bounds through $E_0$, $E_1$ and $T$, which converge. The lower bound goes to zero with $g$, so it gives no protection against a small gap.

**From condition number to iterations**

For a quadratic energy, the CG error after $n$ steps is the smallest, in the norm $\|v\|_A=\sqrt{v\cdot Av}$, that can be reached by multiplying each eigencomponent of the initial error by $p(\lambda)$, where $p$ is a polynomial of degree $n$ with $p(0)=1$. If the eigenvalues lie in $[a,b]$, a possible choice is

$$p(\lambda)=\frac{T_n\big((b+a-2\lambda)/(b-a)\big)}{T_n(y)},\qquad y=\frac{b+a}{b-a}=\frac{\kappa+1}{\kappa-1},$$

with $T_n$ the Chebyshev polynomial. The numerator is at most 1 in magnitude on $[a,b]$. For the denominator, $T_n(y)=\tfrac12(q^n+q^{-n})$ with

$$q=y+\sqrt{y^2-1}=\frac{\kappa+1+2\sqrt\kappa}{\kappa-1}=\frac{\sqrt\kappa+1}{\sqrt\kappa-1}.$$

So the error is at most $2q^{-n}$ times its initial value $e_0$. To leading order the residual is $Av$, whose length is at most $\sqrt\Lambda\,\|v\|_A$ with $\Lambda=E_{\max}-E_0$. A residual tolerance $\tau$ is therefore reached once

$$n\ge\frac{\ln\!\left(2e_0\sqrt\Lambda/\tau\right)}{\ln q},\qquad \ln q\approx\frac{2}{\sqrt\kappa}\ \text{ for large }\kappa. \tag{2}$$

Near the minimum, this is an upper bound on the count. It grows roughly as the square root of the cutoff without $K$ and stays level with $K$, up to the logarithm. How closely the actual counts follow the bound has to be measured.

**The measurement**

Take a periodic cell of length $L=60$ bohr with a Gaussian well of depth $V_0=2$ hartree and width $\sigma=1$ bohr. The matrix is $H_{GG'}=t_G\delta_{GG'}+V_{G-G'}$ with

$$V_G=-\frac{V_0\sigma\sqrt{2\pi}}{L}\,e^{-G^2\sigma^2/2}.$$

Each CG step does the following.

1. Form the residual $r=Ec-Hc$ and $z=Kr$, with $T$ taken from the current $c$, and project $z$ orthogonal to $c$.
2. Set $d=z+\beta d_{\rm old}$ with the Polak–Ribière factor $\beta=\max[0,\;z\cdot(r-r_{\rm old})/(z_{\rm old}\cdot r_{\rm old})]$. Project $d$ orthogonal to $c$ and normalize it to $u$.
3. Minimize over $c\cos\alpha+u\sin\alpha$. With $b=u\cdot Hc$ and $h=u\cdot Hu$, the energy is $\tfrac12(E+h)-\tfrac12(h-E)\cos2\alpha+b\sin2\alpha$. It is lowest when $(\cos2\alpha,\sin2\alpha)$ points along $(h-E,-2b)$.

The start vectors have coefficients $\xi_G/(1+t_G)$, with $t_G$ in hartree and $\xi_G$ normally distributed random numbers. At high $G$ the residual is then roughly proportional to $t_Gc_G$, hence to $\xi_G$, and does not fall off with $G$, so the directions whose curvature grows with the cutoff are present from the beginning. I call these far starts and stop them at a residual of $10^{-6}$ hartree. Near starts are $c_0$ plus $10^{-3}$ times the normalized part of the same vectors orthogonal to $c_0$, stopped at $10^{-8}$ hartree. The counts are medians over three starts.

| Cutoff (hartree) | Near, no $K$ | Near, $K$ | Far, no $K$ | Far, $K$ |
|---:|---:|---:|---:|---:|
| 10 | 19 | 20 | 27 | 27 |
| 40 | 38 | 21 | 71 | 30 |
| 160 | 77 | 21 | 198 | 30 |
| 640 | 159 | 22 | 533 | 31 |

From 40 hartree upwards $E_0$ is converged far below $10^{-6}$ hartree, so there the added plane waves change the conditioning and not the physics. I fit growth exponents in that range.

*Condition numbers.* The program gives $E_0=-1.3872$, $g=0.9953$ and $T=0.2595$ hartree, so $D=2-1.3872=0.6128$ hartree. The bounds are

$$mT+|E_0|=0.859\times0.2595+1.3872=1.610\ \text{hartree},$$

$$\mu\ge\left[1.005+7.708\times(1+0.6157)\right]^{-1}=0.0743\ \text{hartree}.$$

Hence $\kappa\le21.7$ with $K$. The computed edges at 640 hartree are 1.475 and 0.1254 hartree, so $\kappa=11.76$, and this value is level from 40 hartree upwards. Without $K$, $\kappa$ rises from 41 at 40 hartree to 642 at 640 hartree.

*Near starts.* At 640 hartree, $\kappa=642$ gives $\ln q=\ln(26.34/24.34)=0.079$, while $\kappa=11.76$ gives $\ln q=\ln(4.429/2.429)=0.601$. The logarithm in (2) is the same in both cases, so the ratio of the two bounds, before rounding up to whole steps, is $0.601/0.079\approx7.6$. A ratio of upper bounds does not fix the ratio of counts. The measured ratio, $159/22\approx7.2$, is close to it because in this example both counts are about 0.8 of their bounds. The fitted exponents are 0.52 without $K$ and 0.01 with it. The bound (2) also grows slightly faster than the square root, since its logarithm contains $\Lambda$.

In one dimension the number of plane waves grows as the square root of the cutoff too, and CG on a quadratic energy ends, in exact arithmetic, after at most as many steps as there are distinct eigenvalues. Because $V_{2G}$ is negligible at high $G$, the high levels come in almost degenerate $\pm G$ pairs, so that number is only a little over half the number of plane waves. An exponent near one half therefore does not by itself identify the condition number as the cause. The stronger evidence is that the bound (2) and the counts lie below that limit, and that with $K$ the count stays between 20 and 22 while the number of plane waves grows from 85 to 683. At 640 hartree the bounds are 201 and 27 steps, against 683 plane waves and roughly 370 distinct eigenvalues. Without $K$ the median count is between 0.79 and 0.83 of the median bound at every cutoff in the program's table. It is also a nearly fixed fraction, 0.21 to 0.23, of the number of plane waves, so this steady ratio does not by itself separate the two explanations. Changing the cell at fixed cutoff does: doubling $L$ to 120 bohr at 640 hartree doubles the number of plane waves, leaves $\kappa$ almost unchanged, and leaves the count without $K$ at about 160.

At 10 hartree $K$ gains nothing, because the two condition numbers are nearly equal, 11.1 and 11.4. In this single well the preconditioner pays off once the cutoff divided by the gap is well above its own, bounded $\kappa$. This is not a general rule, because an isolated small eigenvalue inflates $\kappa$ much more than the count. For two such wells 6 bohr apart ($g\approx0.0016$ hartree) at 10 hartree, $\kappa$ is about 6900 without $K$ and 1700 with it, yet both need about 30 steps.

*Far starts.* With $K$ the count stays near 30. Without $K$ it grows with exponent 0.73, faster than the square root. This does not contradict (2), which assumes a quadratic energy. If (2) is applied anyway, with each start vector scaled to a unit ground-state component, it allows at most 280 steps at 640 hartree, while the median run takes 533. Individual far starts scatter widely at this cutoff, from about 300 to about 1000 steps.

The excess is not spent at high energy. The energy falls below $E_1$, where the ground state is the one remaining stationary state, after 28 steps. The likely cause is that the search directions lose their conjugacy while $E$ and $c$ are still changing and carry that error onward. Setting $\beta=0$ once, when $E$ first falls below $E_1$, cuts the median at 640 hartree to about 250 steps and the exponent to about 0.55. If you measure from random starts, do not take an exponent above one half as proof of a bug; repeat the run from near the minimum first.

**Is damping the high components enough?**

No, the power of the tail matters. Replace $K$ by $K^2$, which is equally flat at the origin but falls as $1/(4x^2)$. At high $G$ the product with the kinetic energy is

$$K^2t\approx\frac{T^2}{4t^2}\,t=\frac{T^2}{4t},$$

which shrinks as the cutoff rises, so $\kappa$ again grows in proportion to the cutoff. At 640 hartree it is about $5.5\times10^4$, and the far starts need 1588 steps, about three times as many as with no preconditioner at all.

All of this concerns one state in a fixed potential. In a self-consistent calculation the density response contributes a further term to the curvature, and the bounds above do not cover it. The numerical check below contains the full tables.

## Values computed for the example and the checks

```
K and its derivatives 1-4 at x=0: 1, 0, 0, 0, -128/9
limit of 2xK: 1 ; limit of x(2xK-1): 1
x, K(x), 2xK(x) (dimensionless):
     0.1  0.999945  0.199989
     0.5  0.975610  0.975610
     1.0  0.802469  1.604938
     2.0  0.406032  1.624130
    10.0  0.055529  1.110580
   100.0  0.005051  1.010101
maximum of xK: 0.85926 at x = 1.40143
cell 60 bohr, well depth 2.0 hartree, width 1.0 bohr; starts: 3
E0 = -1.387247 hartree, E1 = -0.391960 hartree, gap = 0.995288 hartree
ground-state kinetic energy T = 0.259475 hartree
basis error of E0 at cutoff 10 hartree: 9.1e-06 hartree
basis error of E0 at cutoff 20 hartree: 3.4e-09 hartree
spread of E0 from 40 hartree upwards: 4.3e-14 hartree
far starts, median CG steps to residual 1e-06 hartree (in brackets: steps until E < E1):
  cutoff/hartree  plane waves  none         K          K^2
              10           85    27 (  4)    27 (  2)   191 (  2)
              20          121    43 (  5)    29 (  2)   281 (  2)
              40          171    71 (  7)    30 (  2)   400 (  2)
              80          241   119 ( 10)    30 (  2)   562 (  2)
             160          341   198 ( 14)    30 (  2)   790 (  2)
             320          483   328 ( 20)    30 (  2)  1126 (  2)
             640          683   533 ( 28)    31 (  2)  1588 (  2)
quadratic bound for far starts, none, top cutoff: 280 steps
near starts (displacement 1e-03), median CG steps to residual 1e-08 hartree:
  cutoff/hartree  none  bound    K  bound
              10    19     23   20     23
              20    26     32   21     24
              40    38     46   21     25
              80    53     67   21     25
             160    77     96   21     26
             320   111    139   21     26
             640   159    201   22     27
condition numbers (dimensionless):
  cutoff/hartree      none       K        K^2
              10     11.06  11.414      700.5
              20     21.16  11.728     1558.4
              40     41.13  11.759     3267.2
              80     80.65  11.759     6657.8
             160    160.53  11.759    13514.3
             320    321.29  11.759    27315.6
             640    641.92  11.759    54842.8
K, top cutoff: lowest nonzero eigenvalue 0.1254 hartree (bound 0.0743)
K, top cutoff: highest eigenvalue 1.4747 hartree (bound 1.6102)
analytic bound on condition number with K: 21.67
exponents fitted from 40 hartree upwards (none, K, K^2):
  far-start steps:  0.728  0.009  0.498
  near-start steps (none, K): 0.520  0.013
  condition number: 0.992  0.000  1.017
```
